# Power-Law Saturation from Gamma-Distributed Site Reactivities in Atomic Layer Deposition, part 2

A surface carries many reaction sites, all vacant when a precursor pulse begins at $t=0$. Each site reacts once, irreversibly and independently of its neighbours, with its own fixed first-order rate constant $k$. Its probability of being vacant is $y_k(t)=e^{-kt}$. The rate constants have the gamma density

$$
p(k)=\frac{k^{a-1}e^{-k/b}}{\Gamma(a)\,b^{a}},\qquad k>0,\quad a>0,\quad b>0 .
$$

The shape $a$ is a pure number; $k$, the scale $b$ and the mean rate $\mu=ab$ are in $\mathrm{s^{-1}}$. The variance of $k$ is $\mu^2/a$, and the moments are $\langle k^q\rangle=b^q\Gamma(a+q)/\Gamma(a)$. Averaging $e^{-kt}$ over $p(k)$ gives the mean vacant fraction

$$
v(t)=\frac{1}{(1+bt)^{a}} .
$$

For $N$ sites with independently drawn rates, the observed fraction has standard deviation $\sqrt{v(1-v)/N}$. "Equal sites" all have the rate $\mu$, and their vacant fraction is $e^{-\mu t}$. The times to reach a vacant fraction $s$ are

$$
t_s=\frac{s^{-1/a}-1}{b},
\qquad
t_s^{\rm equal}=\frac{\ln(1/s)}{\mu}.
$$

Sites still vacant at time $t$ have gamma-distributed rates with shape $a$ and scale $b/(1+bt)$. For $a>1$ the mean reaction time is $1/[b(a-1)]$. The apparent reaction order of the whole surface is $1+1/a$.

The example is a trimethylaluminium pulse (monomeric vapour, 72.09 g/mol) on hydroxylated alumina at $T=473$ K, with precursor partial pressure $P=0.01$ Torr. The gas is at the wafer temperature, and its precursor density is $n_0=P/(k_BT)$, with $k_B$ the Boltzmann constant. The collision flux is $J=1.902\times10^4\ \mathrm{nm^{-2}\,s^{-1}}$. With $N_s=5$ sites per $\mathrm{nm^2}$, each site receives 3805 collisions per second. A mean reaction probability of 0.004 per collision with a vacant site gives $\mu=15.2\ \mathrm{s^{-1}}$. The shape is chosen as $a=2$, so $b=\mu/2=7.61\ \mathrm{s^{-1}}$.

### How long the pulse must be

For 1% residual vacancy, $s^{-1/a}=100^{1/2}=10$, and

$$
t_{0.01}=\frac{10-1}{7.609\ \mathrm{s^{-1}}}=1.18\ \mathrm{s},
\qquad
t_{0.01}^{\rm equal}=\frac{4.605}{15.22\ \mathrm{s^{-1}}}=0.303\ \mathrm{s}.
$$

At the same mean rate, the disordered surface needs 3.9 times as long. Its exposure is $1.18\ \mathrm{s}\times0.01\ \mathrm{Torr}=0.0118$ Torr s.

The ratio of the two vacant fractions grows throughout the pulse, while their difference is largest well before its end:

| Time (s) | Vacant, gamma | Vacant, equal sites |
|---|---|---|
| 0.03 | 0.663 | 0.633 |
| 0.1 | 0.322 | 0.218 |
| 0.3 | 0.093 | 0.010 |
| 1.0 | 0.013 | $2.5\times10^{-7}$ |

Half of the sites on the disordered surface have reacted after 0.054 s. The ratio $t_{0.01}/t_{0.5}$ is 21.7, against 6.64 for equal sites. Going on to 0.1% vacancy takes 4.02 s with gamma-distributed rates, and 0.454 s with equal ones. The mean reaction time is $1/b=0.131$ s. At that moment $bt=1$ and only $(1+1)^{-2}=1/4$ of the sites are still vacant, so the long tail belongs to a minority of sites.

Now suppose that the pulse is stopped at 0.303 s, as the equal-site formula would suggest. Then $bt=\tfrac12\ln100=2.303$, and the vacant fraction is

$$
v=(1+2.303)^{-2}=0.0917 .
$$

A stochastic simulation of $10^6$ single sites, each with its own random rate and random reaction time, leaves a fraction 0.0920. The expected standard deviation is $\sqrt{0.0917\times0.9083/10^6}=0.0003$, and the two values differ by about that amount.

Take a saturated growth of 0.1 nm per cycle, and let growth be proportional to the reacted fraction. The short pulse then gives $0.1\times(1-0.0917)=0.091$ nm in a cycle that starts with all sites vacant. If the missed sites kept their rates while the reacted ones were replaced by new sites with fresh random rates, slow sites would accumulate and later cycles would grow less. This estimate does not include that effect.

### The few slow sites that hold the last vacancies

For $a=2$ the fraction of sites with rate below a value $\kappa$ can be integrated directly. With $x=\kappa/b$,

$$
F(x)=\int_0^x z\,e^{-z}dz
=\left[-(1+z)e^{-z}\right]_0^x
=1-(1+x)e^{-x}.
$$

Call a site slow if its rate is below one tenth of the mean. Then $\kappa=\mu/10=0.2\,b$, and the slow fraction of all sites is $F(0.2)=0.0175$.

At $t=1.18$ s, $1+bt=10$. The survivors' scale is therefore $b/10$, and their mean rate has fallen from 15.2 to $1.52\ \mathrm{s^{-1}}$. The same limit $\kappa$ now corresponds to $x=2$, and $F(2)=1-3e^{-2}=0.594$. The slowest 1.75% of sites hold 59% of the remaining vacancies.

### How much energetic disorder is needed

Let the sites share one prefactor $\nu$ and differ in their activation energy $E$, so that $k=\nu e^{-E/(k_BT)}$. Then $\ln k=\ln\nu-E/(k_BT)$, and the standard deviation of $E$ is $k_BT$ times that of $\ln k$.

The spread of $\ln k$ follows from the moments. Since $\langle k^q\rangle=\langle e^{q\ln k}\rangle$, the second derivative of $\ln\langle k^q\rangle$ at $q=0$ is the variance of $\ln k$. Here

$$
\ln\langle k^q\rangle=q\ln b+\ln\Gamma(a+q)-\ln\Gamma(a),
$$

so the variance is $\psi'(a)$, the second derivative of $\ln\Gamma(a)$, which is called the trigamma function. It equals $\sum_{n=0}^\infty(a+n)^{-2}$, which for $a=2$ is $\pi^2/6-1=0.645$. Therefore

$$
\Delta E=k_BT\sqrt{\psi'(2)}
=0.0408\ \mathrm{eV}\times0.803=0.033\ \mathrm{eV}.
$$

For these gamma-distributed rates, a barrier spread of about 0.03 eV goes with a 1% dose time 3.9 times that of equal sites with the same mean rate. The factor depends on the shape of the barrier distribution as well as its width: Gaussian barriers with the same spread and the same mean rate would give 3.2.

The gamma form need not survive a change of temperature. With fixed barriers and a fixed prefactor, the rate at temperature $T'$ is proportional to $k^{T/T'}$. A power of a gamma variable other than the first is not gamma distributed, because its density has a different exponential factor. A value of $a$ found at one temperature should not be carried to another without a model for the disorder.

### The shape of the distribution

At the pressure of 0.01 Torr used here, the largest change among the effects sized below comes from the assumed distribution itself. Replace the gamma distribution by a lognormal one with the same mean and variance. If $\ln k$ has variance $\sigma^2$, then $\langle k^2\rangle/\langle k\rangle^2=e^{\sigma^2}$. Matching this to $1+1/a$ gives $\sigma^2=\ln1.5=0.405$.

The vacant fractions agree through the term in $t^2$ of their short-time expansions, because these terms involve only $\langle k\rangle$ and $\langle k^2\rangle$. Until half of the sites have reacted, the two curves differ by less than 0.01, so data of that accuracy from the early pulse could not tell them apart. The late behaviour differs strongly. At 1.18 s the lognormal surface has 0.15% vacancy instead of 1%, and it reaches 1% after 0.66 s. The dose time is 44% shorter than for the gamma distribution.

The reason lies near $k=0$. The lognormal density contains the factor $\exp[-(\ln k-m)^2/(2\sigma^2)]$, where $m$ is the mean of $\ln k$. As $k\to0$ this falls faster than any power of $k$, so there are far fewer very slow sites. The initial slope and curvature cannot fix the end of the pulse. The dose has to be determined from data near the required saturation.

### A lowest rate

Suppose that every site has an additional reaction path with rate $k_0$. Its total rate is $k_0+k$, with $k$ gamma distributed as before. The common factor comes out of the average:

$$
v(t)=e^{-k_0t}(1+bt)^{-a},\qquad
-\frac{d\ln v}{dt}=k_0+\frac{ab}{1+bt}.
$$

At late times the second rate fades and exponential decay returns. Take $k_0=0.01\mu=0.152\ \mathrm{s^{-1}}$ as an assumed value. The time to 1% vacancy becomes 1.08 s, which is 9% shorter than without the floor. The two terms in the decay rate are equal when $1+bt=\mu/k_0=100$, that is at $t=99/7.609=13.0$ s. The floor dominates only after that time, so the nearly exponential tail lies well beyond the pulse considered here.

### One clock for all sites

Some neglected effects multiply every rate by the same factor $g(t)$. Then $dy_k/dt=-k\,g(t)\,y_k$, and integration gives

$$
y_k=e^{-k\tau},\qquad \tau(t)=\int_0^t g(t')dt',
\qquad v=(1+b\tau)^{-a}.
$$

The last form follows from the earlier average with $t$ replaced by $\tau$. The factor $g$ may itself depend on the total coverage, provided that it is the same for all sites.

If all rates are proportional to pressure, $g$ is the pressure divided by its reference value. At constant temperature the vacant fraction then depends on the exposure, the time integral of pressure. A different constant pressure changes $b$ in proportion and leaves $a$ unchanged.

### Filling and depletion of the reactor

Let the gas be well mixed, with a volume $h$ per unit reacting area. Fresh gas of precursor density $n_0$ replaces it with a refresh time $t_r$, and one molecule is consumed per site. If the actual density is $gn_0$, conservation of precursor molecules gives

$$
\frac{dg}{dt}=\frac{1-g}{t_r}+R\frac{dv}{dt},
\qquad R=\frac{N_s}{n_0h}.
$$

The last term is negative, because $v$ falls as molecules are consumed. The number $R$ is the ratio of surface sites to gas molecules at full pressure. Integrate from an empty reactor, with $g=0$ and $v=1$:

$$
g=\frac{1}{t_r}\int_0^t(1-g)dt'-R(1-v).
$$

The remaining integral is $t-\tau$. The delay is therefore

$$
t-\tau=t_r\left[g+R(1-v)\right].
$$

The first term is due to filling, the second to consumption. For the assumed values $t_r=0.05$ s and $h=10$ mm, $R=2.45$. At 1% vacancy $g$ is close to one, and the delay is $0.05\times(1+2.45\times0.99)=0.171$ s. Direct time integration of all rate classes together with the gas gives a dose time of 1.35 s, in agreement. This is 14% longer than at constant pressure.

Perfect mixing is itself an approximation. If precursor must diffuse across the gap $h$ with diffusivity $D$, a steady linear profile requires a density drop equal to the consumption flux times $h/D$. Initially, with full density at the surface, the drop relative to the surface density is

$$
\frac{\mu N_s}{n_0}\frac{h}{D}=0.25
$$

for a rough $D=150\ \mathrm{cm^2/s}$, which assumes that the precursor is diluted in a carrier gas at about 1 Torr. In the same steady-profile estimate, the drop relative to $n_0$ at any time is $(N_sh/n_0D)(-dv/dt)$. Its time integral is the lost effective time:

$$
\frac{N_sh}{n_0D}(1-v)=\frac{Rh^2}{D}(1-v)\approx0.016\ \mathrm{s}.
$$

This is about 1% of the dose time. Diffusion into deep trenches is a different problem and is not covered by this estimate.

### Crowding by reacted neighbours

Adsorbed ligands can hinder further adsorption. A mean-field description ignores local arrangements and multiplies every rate by $1-\varepsilon(1-v)$, with $0\le\varepsilon<1$. The clock then obeys $d\tau/dt=1-\varepsilon[1-v(\tau)]$, so that

$$
t=\int_0^{\tau}\frac{d\tau'}{1-\varepsilon+\varepsilon(1+b\tau')^{-a}} .
$$

For $a=2$, put $w=1+b\tau'$ and multiply numerator and denominator by $w^2$. The integrand becomes

$$
\frac{w^2}{(1-\varepsilon)w^2+\varepsilon}
=\frac{1}{1-\varepsilon}\left[1-\frac{1}{1+c^2w^2}\right],
\qquad c=\sqrt{\frac{1-\varepsilon}{\varepsilon}} .
$$

The 1% level corresponds to $w=10$. Since $d\tau'=dw/b$ and the integral of $1/(1+c^2w^2)$ is $\arctan(cw)/c$,

$$
t=\frac{1}{b(1-\varepsilon)}
\left[9-\frac{\arctan(10c)-\arctan c}{c}\right].
$$

For an assumed $\varepsilon=0.3$, $c=1.528$ and the bracket is 8.66. The dose time is $8.66/(7.609\times0.7)=1.63$ s, an increase of 37.5%. Complete blocking of some sites would leave a permanent vacant fraction, which this mean-field factor cannot describe.

### The fast end of the distribution

A reaction probability per collision cannot exceed one, whereas the gamma density has no upper limit. Here the probability has mean 0.004 and scale $0.004/2=0.002$. The unphysical share is $1-F(1/0.002)=(1+500)e^{-500}=3.6\times10^{-215}$, which is negligible.

### The example beside a real process

Trimethylaluminium and water near 200 °C typically give growth of roughly 0.1 nm per cycle, which corresponds to about 3.5 aluminium atoms per $\mathrm{nm^2}$ for a film density of 3 g/cm³. The assumed 5 sites per $\mathrm{nm^2}$, each taking one molecule, would give about 0.14 nm, so the site density and the growth per cycle are separate round values, not a matched pair. With 3.5 sites per $\mathrm{nm^2}$ and the same reaction probability per collision, the dose times at constant pressure would be 30% shorter. The reaction probability used here is a rough typical magnitude; it depends on the surface and on how it is defined. The shape $a=2$ is a choice, not a measured property of alumina. The pressure of 0.01 Torr is low enough to make the pulse fairly long. At 0.1 Torr, with $a$, temperature and reaction probability held fixed, the kinetic time to 1% vacancy would be 0.118 s. With the same refresh time, $R$ would fall to 0.245, and filling and depletion would add about 0.06 s, roughly half of the kinetic time. Real surfaces break the assumption of independent sites, because methyl ligands occupy space; the crowding estimate moves 1.18 s to 1.63 s. The unknown distribution of slow sites matters at least as much, since the lognormal choice moves it to 0.66 s. These changes were found one at a time and should not simply be added. The numerical output lists the inputs and the main results.

## Table of computed values

```
temperature: 473 K
precursor partial pressure: 0.01 Torr
molar mass: 72.09 g/mol
site density: 5 per nm2
mean reaction probability per collision: 0.004
shape a: 2
collision flux: 1.902e+04 per nm2 per s
collisions per site: 3805 1/s
mean rate a*b: 15.22 1/s
scale b: 7.609 1/s
t = 0.03 s: vacant fraction gamma 0.6628, equal sites 0.633
t = 0.1 s: vacant fraction gamma 0.3225, equal sites 0.218
t = 0.3 s: vacant fraction gamma 0.09279, equal sites 0.0104
t = 1.0 s: vacant fraction gamma 0.01349, equal sites 2.46e-07
t = 3.0 s: vacant fraction gamma 0.001761, equal sites 1.49e-20
time to 1% vacant, gamma: 1.183 s
time to 1% vacant, equal sites: 0.3026 s
ratio of these times: 3.909
exposure to 1% vacant, gamma: 0.01183 Torr s
time to 0.1% vacant, gamma: 4.024 s
time to 0.1% vacant, equal sites: 0.4539 s
time to 50% vacant, gamma: 0.05444 s
t(1%)/t(50%), gamma: 21.73
t(1%)/t(50%), equal sites: 6.644
mean reaction time, gamma: 0.1314 s
vacant after equal-site 1% time, formula: 0.09168
same, simulation of 1e6 single sites: 0.09197
saturated growth per cycle: 0.1 nm
growth per cycle with that short pulse: 0.09083 nm
apparent reaction order 1+1/a: 1.5
survivors' mean rate at gamma 1% time: 1.522 1/s
share of all sites slower than mean/10: 0.01752
their share of vacancies at gamma 1% time: 0.594
equivalent barrier spread (std): 0.03273 eV
lognormal rates: vacant at gamma 1% time: 0.00153
lognormal rates: time to 1% vacant: 0.6623 s
assumed rate floor: 0.1522 1/s
with floor: time to 1% vacant: 1.079 s
assumed gas refresh time: 0.05 s
assumed gas volume per reacting area: 10 mm
surface sites per gas molecule R: 2.449
filling and depletion: time to 1% vacant: 1.354 s
filling and depletion: delay: 0.1711 s
assumed crowding parameter: 0.3
crowding: time to 1% vacant: 1.626 s
assumed gas diffusivity: 150 cm2/s
initial uptake speed * gap / diffusivity: 0.2485
share of sites with reaction probability > 1: 3.6e-215
```
